\section*{The Davydov Electron Energy Distribution for a Constant Mean Free Path}

\section{Electrons between a field and a gas}

A weak electric field drives electrons through helium at room temperature. Each electron gains energy from the field and exchanges a little with an atom at every collision. In a cold gas the atoms can only take energy; in a warm gas they also return some. What energy distribution results when the electrons are too slow to excite the atoms?

Let the electrons have mass $m$, charge $-e$, speed $v$ and energy $\varepsilon=mv^2/2$. The atoms have mass $M\gg m$, density $N$ and a Maxwellian distribution at temperature $T_g$; write $\tau=kT_g$. The field strength $E$ is uniform and steady. Collisions are elastic, with momentum-transfer cross section
\[
\sigma_m=\int(1-\cos\chi)\,d\sigma,\qquad \lambda=\frac1{N\sigma_m},\qquad \nu=\frac v\lambda ,
\]
where $\chi$ is the scattering angle and $\lambda$ is independent of energy. Collisions between electrons, sources, losses and spatial gradients are left out. To leading order in $m/M$ the isotropic part of the velocity distribution is
\begin{equation}
f_0=C e^{-\varepsilon/\tau}\left(1+\frac{\varepsilon\tau}{A}\right)^{A/\tau^2},
\qquad A=\frac{M(eE\lambda)^2}{6m}.
\label{dav}
\end{equation}
This is a density in velocity space. Since $v^2dv\propto\sqrt\varepsilon\,d\varepsilon$, the energy distribution is $\sqrt\varepsilon f_0$, and $C$ is fixed by $\int_0^\infty\sqrt\varepsilon f_0\,d\varepsilon=1$.

\section{First derivation: the Boltzmann equation}

\subsection{Flux driven by the field}

Let $\mu$ be the cosine of the angle between the velocity and the electric force, and $a=eE/m$. For weak anisotropy take $f=f_0(v)+\mu f_1(v)$. Because $\partial/\partial v_z=\mu\,\partial_v+[(1-\mu^2)/v]\,\partial_\mu$, the steady Boltzmann equation is
\[
a\left[\mu\frac{df_0}{dv}+\mu^2\frac{df_1}{dv}+\frac{1-\mu^2}{v}f_1\right]=\mathcal C[f].
\]
Multiply by $\mu$ and average over directions. The terms in $f_1$ are odd and vanish. On the right, heavy atoms turn $\mu$ into $\mu\cos\chi$ on average, so the anisotropic part decays at the rate $\nu$. Hence
\begin{equation}
a\frac{df_0}{dv}=-\nu f_1,\qquad
f_1=-\frac{a\lambda}{v}\,mv\frac{df_0}{d\varepsilon}=-eE\lambda\frac{df_0}{d\varepsilon}.
\label{f1}
\end{equation}
The plain average, with $\langle\mu^2\rangle=1/3$, gives
\[
a\left(\frac13\frac{df_1}{dv}+\frac{2f_1}{3v}\right)=\frac{1}{4\pi v^2}\frac{d}{dv}\left(\frac{4\pi v^2af_1}{3}\right)=\mathcal C_0 .
\]
The last bracket is therefore the number of electrons that the field carries upward through speed $v$ per unit time. Write $4\pi v^2dv=K\sqrt\varepsilon\,d\varepsilon$ with $K$ constant; since $d\varepsilon=mv\,dv$, $4\pi v^2=K\sqrt\varepsilon\,mv$. With \eqref{f1},
\begin{equation}
J_E=\frac{K\sqrt\varepsilon\,mv\,a f_1}{3}=-K\sqrt\varepsilon\,\frac{(eE)^2v\lambda}{3}\frac{df_0}{d\varepsilon}.
\label{JE}
\end{equation}

\subsection{Flux driven by collisions}

Let an atom have velocity $\mathbf V$, and let the relative velocity change from $\mathbf u$ to $\mathbf u'$. For a heavy atom $|\mathbf u'|=|\mathbf u|$, and the electron velocity is $\mathbf V+\mathbf u$ before and $\mathbf V+\mathbf u'$ after, so
\[
\Delta\varepsilon=m\mathbf V\cdot(\mathbf u'-\mathbf u).
\]
With $\langle V_iV_j\rangle=(\tau/M)\delta_{ij}$ and $|\mathbf u'-\mathbf u|^2=2v^2(1-\cos\chi)$, the rate of mean-square energy change is
\begin{equation}
R=Nv\int\frac{m^2\tau}{M}\,2v^2(1-\cos\chi)\,d\sigma=\frac{4m}{M}\nu\varepsilon\tau .
\label{R}
\end{equation}

Detailed balance supplies the friction. If $w(\varepsilon\to\varepsilon')$ is the transition rate, collisions with a thermal gas obey
\[
\sqrt\varepsilon\,e^{-\varepsilon/\tau}w(\varepsilon\to\varepsilon')=\sqrt{\varepsilon'}\,e^{-\varepsilon'/\tau}w(\varepsilon'\to\varepsilon)\equiv S(\varepsilon,\varepsilon'),
\]
with $S$ symmetric. Put $f_0=e^{-\varepsilon/\tau}h$. The net upward flux through $\varepsilon$ sums $KS\,[h(\varepsilon_1)-h(\varepsilon_2)]$ over all pairs $\varepsilon_1<\varepsilon<\varepsilon_2$. For a small step $\delta=\varepsilon_2-\varepsilon_1$ the bracket is $-\delta\,dh/d\varepsilon$, and $\varepsilon_1$ ranges over an interval of length $\delta$. Thus
\begin{align}
J_c&=-K\frac{dh}{d\varepsilon}\int_0^\infty\delta^2S\,d\delta
=-K\frac{dh}{d\varepsilon}\,\sqrt\varepsilon\,e^{-\varepsilon/\tau}\frac R2\nonumber\\
&=-K\sqrt\varepsilon\,\frac{2m}{M}\nu\varepsilon\left(\tau\frac{df_0}{d\varepsilon}+f_0\right).
\label{Jc}
\end{align}
The half arises because $R$ counts steps of both signs. The last line uses $e^{-\varepsilon/\tau}dh/d\varepsilon=df_0/d\varepsilon+f_0/\tau$.

\subsection{Zero total flux}

In the steady state $J_E+J_c$ does not depend on energy. No electrons enter at $\varepsilon=0$, so it is zero. Dividing by $-K\sqrt\varepsilon\,(2m/M)(v/\lambda)\varepsilon$ gives
\begin{equation}
\left(\frac A\varepsilon+\tau\right)\frac{df_0}{d\varepsilon}+f_0=0,
\label{ode}
\end{equation}
because $[(eE)^2v\lambda/3]\,[M\lambda/(2mv\varepsilon)]=A/\varepsilon$. Therefore
\[
\frac{d\ln f_0}{d\varepsilon}=-\frac{\varepsilon}{A+\tau\varepsilon}
=-\frac1\tau+\frac{A}{\tau(A+\tau\varepsilon)} ,
\]
and integration from zero yields
\[
\ln\frac{f_0(\varepsilon)}{f_0(0)}=-\frac\varepsilon\tau+\frac{A}{\tau^2}\ln\left(1+\frac{\tau\varepsilon}{A}\right),
\]
which is \eqref{dav}.

\section{Second derivation: a walk from collision to collision}

Now follow one electron and record its energy at successive collisions. Assume isotropic scattering, so that each flight starts in a fresh random direction. Let $G(\varepsilon)$ be the distribution of recorded energies. Collisions occur at rate $v/\lambda$, so $G\propto v\sqrt\varepsilon f_0\propto\varepsilon f_0$. The difference between energies just before and just after a collision is of higher order here.

\subsection{Energy gained in one flight}

A flight has path length $l$ with probability density $e^{-l/\lambda}/\lambda$, so $\langle l^2\rangle=2\lambda^2$. For initial speed $v$ and direction $\mu$, to first order in $a$,
\[
l=vt+\tfrac12a\mu t^2,\qquad t=\frac lv-\frac{a\mu l^2}{2v^3}.
\]
The displacement along the force is
\[
z=v\mu t+\tfrac12at^2=\mu l+\frac{a(1-\mu^2)l^2}{2v^2}.
\]
The energy gain is $eEz$. Averaging over $\mu$ and $l$, with $\langle1-\mu^2\rangle=2/3$ and $mv^2=2\varepsilon$,
\begin{equation}
\alpha_E=eE\,\frac{2a\lambda^2}{3v^2}=\frac{(eE\lambda)^2}{3\varepsilon},\qquad
\beta_E=(eE)^2\langle\mu^2l^2\rangle=\frac{2(eE\lambda)^2}{3}
\label{flight}
\end{equation}
are the mean and mean-square gains. The mean is positive because the force bends paths towards its own direction.

\subsection{Energy exchanged in one collision}

Let $\mathbf W$ be the centre-of-mass velocity and $\mathbf g=\mathbf v-\mathbf V$. Before the collision $\mathbf v=\mathbf W+M\mathbf g/(M+m)$; afterwards $\mathbf g$ has the same length and a random direction. The cross term in $v^2$ then averages to zero, so the mean energy change for a given atom is
\[
-\frac{mM}{M+m}\mathbf W\cdot\mathbf g\simeq-\frac mM\left[mv^2-MV^2+M\mathbf v\cdot\mathbf V\right].
\]
Atoms are met in proportion to the relative speed, with weight $g/v\simeq1-\mathbf v\cdot\mathbf V/v^2$. Using $M\langle V^2\rangle=3\tau$ and $M\langle(\mathbf v\cdot\mathbf V)^2\rangle/v^2=\tau$,
\begin{equation}
\alpha_c=-\frac mM(2\varepsilon-3\tau-\tau)=\frac{2m}{M}(2\tau-\varepsilon),\qquad
\beta_c=\frac{4m}{M}\varepsilon\tau ,
\label{coll}
\end{equation}
where $\beta_c$ is $R/\nu$ from \eqref{R}.

\subsection{Stationarity}

Let $\alpha=\alpha_E+\alpha_c$ and $\beta=\beta_E+\beta_c$; the cross term in the mean square is of higher order. In a steady state the average of any smooth function $\phi(\varepsilon)$ is unchanged by one step. Expanding in the small step and integrating by parts,
\[
0=\int G\left(\alpha\phi'+\tfrac12\beta\phi''\right)d\varepsilon
=\int\phi'\left[\alpha G-\tfrac12(\beta G)'\right]d\varepsilon .
\]
Choose $\phi'$ to vanish at very low energy, where a step is not small, and at infinity; there are then no boundary terms. As $\phi'$ is otherwise arbitrary, the bracket is zero. With $G\propto\varepsilon f_0$, its two parts are
\begin{align*}
\text{field:}\quad&\frac{(eE\lambda)^2}{3}\left[f_0-(\varepsilon f_0)'\right]=-\frac{(eE\lambda)^2}{3}\varepsilon f_0',\\
\text{collisions:}\quad&\frac{2m}{M}\left[(2\tau-\varepsilon)\varepsilon f_0-\tau(\varepsilon^2f_0)'\right]=-\frac{2m}{M}\varepsilon^2(f_0+\tau f_0').
\end{align*}
Setting their sum to zero and dividing by $-(2m/M)\varepsilon^2$ gives \eqref{ode} again.

\section{What each derivation assumes}

Both need $m\ll M$, small energy steps, a uniform steady state and elastic collisions with a thermal gas. They differ in the rest.

The Boltzmann route truncates the angular expansion and takes the friction from detailed balance. It allows anisotropic scattering, and an energy-dependent $\lambda$ can be kept in \eqref{ode}. From \eqref{f1} and \eqref{ode},
\begin{equation}
\frac{f_1}{f_0}=\frac{eE\lambda\,\varepsilon}{A+\tau\varepsilon},
\label{aniso}
\end{equation}
which must be small where electrons are present. It stays below $eE\lambda/\tau$. For a cold gas it grows as $eE\lambda\varepsilon/A$, so the expansion fails far in the tail. The small-step expansion of the walk fails there too: $f_1/f_0=eE\lambda\,|d\ln f_0/d\varepsilon|$ also measures how much $f_0$ changes over the energy gained in one mean free path along the force.

The walk uses no angular expansion and no detailed balance: the Maxwell distribution at $E=0$ comes out of the mechanics. Its price is isotropic scattering, since otherwise successive flights are correlated, and $eE\lambda\ll\varepsilon$, so that a flight is only slightly bent.

A simulation of exact two-body collisions with moving atoms, isotropic scattering, $M/m=400$ and $A/\tau^2=3$ tests the common result. It gave a mean energy of $2.797\tau$ against $2.789\tau$ from \eqref{dav}. The fraction of electrons below $\tau$ was 0.168 against 0.167; a Maxwell distribution of equal mean would give 0.217.

\section{Limits and mean energy}

For $\tau\varepsilon\ll A$, expanding the logarithm gives
\begin{equation}
\ln\frac{f_0(\varepsilon)}{f_0(0)}=-\frac{\varepsilon^2}{2A}+\frac{\tau\varepsilon^3}{3A^2}-\dots
\label{exp}
\end{equation}
The first term is the Druyvesteyn distribution of a cold gas. For $A\to0$ at fixed $\varepsilon$ and $\tau$, the logarithmic term in $\ln f_0$ vanishes and the Maxwell distribution at $T_g$ remains. At finite field the two behaviours meet near $\varepsilon=A/\tau$: far above it the slope of $\ln f_0$ tends to $-1/\tau$, though a factor $\varepsilon^{A/\tau^2}$ persists.

The correction in \eqref{exp} also shows how a warm gas shifts the mean energy when $A\gg\tau^2$. Let $\langle\cdot\rangle_0$ be the average over the Druyvesteyn distribution. The substitution $y=\varepsilon^2/2A$ gives
\[
\langle\varepsilon^n\rangle_0=(2A)^{n/2}\frac{\Gamma(n/2+3/4)}{\Gamma(3/4)} .
\]
To first order in $\tau$, including the change of normalization,
\begin{align}
\langle\varepsilon\rangle&=\langle\varepsilon\rangle_0+\frac{\tau}{3A^2}\left(\langle\varepsilon^4\rangle_0-\langle\varepsilon\rangle_0\langle\varepsilon^3\rangle_0\right)\nonumber\\
&=1.046\sqrt A+\tfrac43(1.3125-0.6839)\,\tau=1.046\sqrt A+0.838\,\tau .
\label{mean}
\end{align}

The scale $\sqrt A$ has a direct meaning. Electrons diffuse in space with coefficient $v\lambda/3$ and lose energy at the relative rate $2(m/M)v/\lambda$. The ratio of the two is the square of the energy relaxation length $L=\lambda\sqrt{M/6m}$, and $\sqrt A=eEL$.

The drift speed follows from $f_1$. Averaging $v\mu\cdot\mu f_1$ over angles gives $vf_1/3$, and an integration by parts gives
\[
v_d=\frac{eE\lambda}{3}\sqrt{\frac2m}\,\frac{\int\varepsilon(-f_0')\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}
=\frac{eE\lambda}{3}\sqrt{\frac2m}\,\frac{\int f_0\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}.
\]

\section{A helium drift tube}

Take helium at 1 Torr and 300 K with $E=0.05$ V/cm and a rough constant $\sigma_m=6\times10^{-20}$ m$^2$. Then $N=3.22\times10^{22}$ m$^{-3}$, $\tau=0.02585$ eV, and
\begin{align*}
\lambda&=\frac{1}{(3.22\times10^{22})(6\times10^{-20})}\ \text{m}=0.518\ \text{mm},\qquad eE\lambda=0.00259\ \text{eV},\\
A&=\frac{7296}{6}(0.002589)^2\ \text{eV}^2=0.00815\ \text{eV}^2,\qquad \frac{A}{\tau^2}=12.2 .
\end{align*}
The mean energy is 0.118 eV ($1.89\times10^{-20}$ J). The cold-gas formula gives 0.094 eV, and electrons in equilibrium with the gas would have 0.039 eV. The drift speed is about 1.9 km/s, a mobility of $3.8\times10^6$ cm$^2$/Vs.

The tail is more sensitive than the mean. At 0.4 eV, just above the crossover $A/\tau=0.32$ eV, $f_0/f_0(0)$ is $4.2\times10^{-3}$, about 76 times the Druyvesteyn value.

With gas and cross section held fixed, the mean energy exceeds the cold-gas value by 0.0236, 0.0222 and 0.0218 eV at 0.05, 0.2 and 1 V/cm. These approach $0.838\,\tau=0.0217$ eV, as \eqref{mean} requires. At 1 V/cm the shift is 1.2\% of the cold-gas mean.

The assumptions hold well here. By \eqref{aniso}, $f_1/f_0$ is 0.027 at the mean energy and never exceeds $eE\lambda/\tau=0.100$. Since $f_0\le C=28.1$ eV$^{-3/2}$, the fraction of electrons below $eE\lambda$ is at most $\frac23C(eE\lambda)^{3/2}=0.0025$. A rough slow rise of the cross section, as $\varepsilon^{0.06}$ with the same value at 0.1 eV, lowers both mean energy and mobility by about 2\%. The tube must be much longer and wider than $L=18$ mm. With a rough excitation threshold of 20 eV and cross section of $3\times10^{-22}$ m$^2$, excitation would take 1\% of the field power at about 2.6 V/cm if the tail still followed \eqref{dav}; this estimate ignores the depletion of the tail by excitation itself and keeps $\sigma_m$ constant. Helium's cross section falls above several eV, which raises the tail and lowers this field appreciably.

\section{Process plasmas}

Swarm experiments of this kind supply collision data for models of process plasmas, but such plasmas contain far more electrons. A rough measure is the Coulomb rate $n_ee^4\ln\Lambda/(4\pi\epsilon_0^2m^2v^3)$ at the mean energy, divided by the elastic energy-loss rate $2(m/M)\nu$; here $n_e$ is the electron density and $\ln\Lambda$ the Coulomb logarithm, taken with $\Lambda=12\pi n_e\lambda_D^3$ and the Debye length $\lambda_D$ at a temperature of two thirds of the mean energy. In the drift tube it would be only $1.2\times10^{-3}$ even at $n_e=10^5$ cm$^{-3}$. Space charge sets a far stricter limit there: without neutralizing ions that density changes the field by $n_eeL/\epsilon_0\approx0.33$ V/cm over $L$, more than six times the applied field, and a 1\% change over $L$ is reached at about 150 cm$^{-3}$. At $10^{10}$ cm$^{-3}$, a rough process-plasma value, it is 72 at 0.05 V/cm and 0.42 at 1 V/cm. At the lower field electron-electron collisions then reshape the distribution; at the higher one they only compete with the elastic losses. A discharge that sustains itself by ionization has hotter electrons still. For these the ratio is smaller at the same gas and electron densities, and inelastic collisions, left out here, matter.

If electron-electron collisions dominate, as for the slow electrons at the lower field, the distribution is nearly Maxwellian with its own temperature; let $\theta$ be that temperature in energy units. Leave out the effect of these collisions on $f_1$, and also collisions with ions, which would lower $\theta$ by a few percent at $10^{10}$ cm$^{-3}$ and by more at higher densities. Electron-electron collisions conserve the total electron energy, so the power balance $\int(J_E+J_c)\,d\varepsilon=0$ then still holds. With $f_0\propto e^{-\varepsilon/\theta}$ it reads
\[
\frac A\theta\int_0^\infty\varepsilon e^{-\varepsilon/\theta}d\varepsilon=\left(1-\frac\tau\theta\right)\int_0^\infty\varepsilon^2e^{-\varepsilon/\theta}d\varepsilon .
\]
The integrals are $\theta^2$ and $2\theta^3$, so $A=2\theta(\theta-\tau)$ and
\[
\theta=\tfrac12\left(\tau+\sqrt{\tau^2+2A}\right)=0.078\ \text{eV}
\]
for the field of 0.05 V/cm. The mean energy $\frac32\theta=0.117$ eV is within 1\% of the Davydov value, but at 0.8 eV $f_0/f_0(0)$ rises from $1.8\times10^{-7}$ to about $3.5\times10^{-5}$. This is the limit of complete dominance. At $10^{10}$ cm$^{-3}$ the rate ratio falls as $\varepsilon^{-2}$ to about 1.6 at 0.8 eV, and keeping the isotropic electron-electron collision term at that density gives about $2\times10^{-5}$, with the same mean energy. In this model a nearly correct mean energy is no evidence for a correct tail, on which the rates of high-threshold processes depend. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
SIMULATION TESTS (m = kT = lam = 1)
collision test, mean change: sampled -0.00267, formula -0.00267
collision test, mean square: sampled 0.01061, formula 0.01067
Monte Carlo: M/m = 400, A/(kT)^2 = 3.0, eE lam/kT = 0.2121
mean energy/kT: simulated 2.797, formula 2.789
drift speed: simulated 0.0766, formula 0.0770
fraction below energy: simulated, Davydov, Maxwell of equal mean
  1 kT: 0.168  0.167  0.217
  2 kT: 0.408  0.409  0.458
  4 kT: 0.773  0.774  0.769
  6 kT: 0.931  0.932  0.909
HELIUM DRIFT TUBE
pressure = 1.0 Torr, gas temperature = 300 K
field = 0.050 V/cm, rough cross section = 6.0e-20 m^2
mass ratio M/m = 7296.3
gas density = 3.2188e+22 m^-3, reduced field = 0.1553 Td
mean free path = 0.5178 mm
kTg = 0.02585 eV, eE lam = 0.002589 eV
A = 0.008151 eV^2, sqrt(A) = 0.09028 eV
exponent A/(kTg)^2 = 12.196, crossover A/kTg = 0.3153 eV
normalization integral = 0.035592 eV^1.5, C = 28.096 eV^-1.5
mean energy = 0.11801 eV = 18.907e-21 J
mean energy, Druyvesteyn = 0.09444 eV
mean energy, Maxwell at Tg = 0.03878 eV
drift speed = 1885.3 m/s, mobility = 3.7705e+06 cm2/Vs
field power = 9.4263e+03 eV/s, elastic loss = 9.4263e+03 eV/s
f0(eps)/f0(0): Davydov, Druyvesteyn, Maxwell at Tg
  0.05 eV: 8.703e-01  8.578e-01  1.446e-01
  0.10 eV: 6.015e-01  5.415e-01  2.090e-02
  0.20 eV: 1.746e-01  8.597e-02  4.367e-04
  0.40 eV: 4.161e-03  5.462e-05  1.907e-07
  0.80 eV: 1.787e-07  8.898e-18  3.636e-14
FIELD SCAN: mean energy, Druyvesteyn mean, mobility, e-e ratio at 1e10 cm^-3
  0.05 V/cm: 0.1180 eV  0.0944 eV  3.771e+06 cm2/Vs  72
  0.20 V/cm: 0.3999 eV  0.3778 eV  2.022e+06 cm2/Vs  7.7
  1.00 V/cm: 1.9105 eV  1.8888 eV  9.221e+05 cm2/Vs  0.42
NEGLECTED EFFECTS
f1/f0 at mean energy = 0.0273, far-tail limit = 0.1001
energy relaxation length = 18.06 mm
cross section varying as energy^0.06, equal at 0.1 eV:
  mean energy change = -1.88 %, mobility change = -2.10 %
e-e over elastic energy rate at 1e5 cm^-3 = 1.23e-03
rough excitation threshold = 20 eV, cross section = 3e-22 m^2
log10 of f0(threshold)/f0(0) = -314
field where excitation takes 1 % of power = 2.63 V/cm
\end{verbatim}
